# Temperature-Dependent Deuterium Occupation of the Agostic Site in CH2D

## Three equal sites

Consider a methyl group bound to a metal, with one C–H bond leaning toward the metal. That hydrogen position is the agostic site, $a$; the other two are terminal sites, $t$. Replace one hydrogen by deuterium and suppose first that the deuterium has no preference among the sites. There is one placement with D agostic and there are two with D terminal. The fraction of groups with D in the agostic site is therefore

$$f=\frac{1}{1+2}=\frac13 .\tag{1}$$

The value does not depend on temperature, since three equal weights stay equal when all are rescaled.

Now let the placement with D agostic cost an extra energy

$$\varepsilon=E(\text{D agostic})-E(\text{D terminal}),\tag{2}$$

counted per mole. In both placements the methyl group keeps its agostic contact. With D agostic, both H atoms are terminal; with D terminal, one H is agostic. Thus $\varepsilon$ is the energy of exchanging D and H between two sites, not the strength of the agostic bond. A positive $\varepsilon$ means that D prefers a terminal site.

## The fraction at temperature $T$

Assume that the three placements are localized wells in thermal equilibrium and that the terminal sites are equivalent, for instance by a mirror plane. Let $Q_a$ be the partition function with D agostic and $Q_t$ that of each placement with D terminal. Interchanging the labels of the two H atoms gives the same factor in every placement and cancels. Hence

$$f=\frac{Q_a}{Q_a+2Q_t}=\frac{1}{1+2Q_t/Q_a}.\tag{3}$$

If the motions whose frequencies depend on the placement remain in their ground states, and the slight dependence of the whole molecule's moments of inertia on the placement is neglected, all other factors cancel and $Q_a/Q_t=e^{-\varepsilon/RT}$. Equation (3) becomes

$$f(T)=\frac{1}{1+2e^{x}},\qquad x=\frac{\varepsilon}{RT}.\tag{4}$$

One energy suffices because equivalence of the terminal sites leaves one energy difference among three placements. To recover it from a known fraction, write $1-f=2e^x/(1+2e^x)$ and divide by $2f$:

$$\frac{1-f}{2f}=e^{x},\qquad \varepsilon=RT\ln\frac{1-f}{2f}.\tag{5}$$

For constant $\varepsilon$, the logarithm plotted against $1/T$ is a straight line through the origin.

The temperature dependence follows by differentiation:

$$\frac{df}{dx}=-\frac{2e^x}{(1+2e^x)^2}=-f(1-f),\tag{6}$$

where one factor $1/(1+2e^x)$ is $f$ and the remainder is $1-f$. Since $dx/dT=-\varepsilon/(RT^2)$,

$$\frac{df}{dT}=\frac{f(1-f)\,\varepsilon}{RT^2}.\tag{7}$$

For positive constant $\varepsilon$ the fraction rises on heating and approaches $1/3$ from below. On cooling, $e^x\gg1$ and $f\approx\frac12e^{-x}$, which goes to zero.

At small $x$, expand about $f=1/3$. Equation (6) gives the first derivative $-\frac13\cdot\frac23=-\frac29$. Differentiating it again gives

$$\frac{d^2f}{dx^2}=-(1-2f)\frac{df}{dx}=(1-2f)f(1-f),\tag{8}$$

which at $x=0$ is $\frac13\cdot\frac29=\frac2{27}$. Therefore

$$f=\frac13-\frac29x+\frac1{27}x^2+O(x^3).\tag{9}$$

## Where the preference comes from

In the Born–Oppenheimer approximation, H and D move on the same electronic energy surface. The preference must then come from nuclear motion. Take each C–H bond as a local harmonic stretch, with wavenumber $\nu_a$ in the agostic site and $\nu_t$ in a terminal site. The force constant stays the same on deuteration, so the wavenumber is multiplied by

$$r=\sqrt{\mu_{\rm CH}/\mu_{\rm CD}}<1,\tag{10}$$

where $\mu$ is the reduced mass of the bond. If all other modes contribute equally in the two placements, the zero-point energies are

$$E_a=\tfrac12N_Ahc\,(r\nu_a+2\nu_t),\qquad
E_t=\tfrac12N_Ahc\,(\nu_a+r\nu_t+\nu_t).\tag{11}$$

Subtracting them gives $(r-1)\nu_a+(1-r)\nu_t$ in the bracket, so

$$\varepsilon\approx\tfrac12N_Ahc\,(1-r)(\nu_t-\nu_a).\tag{12}$$

The agostic stretch is softer, $\nu_a<\nu_t$, and this contribution is positive. Deuteration lowers the zero-point energy most where the bond is stiffest. Bending modes obey the same rule: if the agostic bend is stiffer than the terminal one, its contribution is negative and reduces $\varepsilon$.

## When the preference itself changes

At higher temperature, excited vibrations enter and the energy in (4) is replaced by a free-energy difference,

$$\varepsilon(T)=-RT\ln\frac{Q_a}{Q_t}.\tag{13}$$

This definition makes (4) identical to (3), but $\varepsilon$ is no longer constant. Its classical limit can be found for harmonic wells. A mode of angular frequency $\omega$ has

$$q=\frac{1}{2\sinh(u/2)},\qquad u=\frac{\hbar\omega}{k_BT}.\tag{14}$$

For small $u$, $2\sinh(u/2)=u(1+u^2/24+\cdots)$, and hence

$$\ln q=-\ln u-\frac{u^2}{24}+\cdots.\tag{15}$$

Let $K$ be the matrix of second derivatives of the energy and $M$ the diagonal matrix of masses. The squares $\omega^2$ are the eigenvalues of $M^{-1}K$, so their product is $\det K/\det M$. Moving D from one site to another permutes the masses and changes neither determinant. The terms $-\ln u$ therefore cancel between $Q_a$ and $Q_t$, leaving

$$\varepsilon(T)\to\frac{N_A\hbar^2}{24k_BT}
\left(\sum\omega^2\Big|_a-\sum\omega^2\Big|_t\right).\tag{16}$$

The sum of the $\omega^2$ is the trace of $M^{-1}K$. Suppose that the sites differ in their stretching constants $k_a$ and $k_t$ alone. The three diagonal elements of $K$ belonging to a hydrogen then add up to $k_a+b$ or $k_t+b$, with a common $b$ from bends and torsion. The difference of the traces is

$$\frac{k_a+b}{m_D}+\frac{k_t+b}{m_H}-\frac{k_a+b}{m_H}-\frac{k_t+b}{m_D}
=\left(\frac1{m_H}-\frac1{m_D}\right)(k_t-k_a).\tag{17}$$

Inserting this in (16),

$$\varepsilon(T)\to\frac{N_A\hbar^2}{24k_BT}
\left(\frac1{m_H}-\frac1{m_D}\right)(k_t-k_a).\tag{18}$$

In this limit the preference falls as $1/T$, and $x$ as $1/T^2$. The approach to $1/3$ is then faster than (9) with constant $\varepsilon$ would suggest. The limit is approached when $k_BT$ becomes comparable with the stretching quanta, far above the temperatures at which such a molecule survives.

## What rapid rotation averages

Rapid rotation here means that the group hops among its three wells fast on the time scale of nuclear magnetic resonance (NMR). The hops do not alter the equilibrium fraction; they merge the proton lines.

Let $p_i$ be the equilibrium populations and $\Omega_i$ the angular frequency of a chosen proton when the group is in placement $i$. Its transverse magnetization obeys $\dot{\mathbf m}=(W+i\Omega)\mathbf m$, where $W$ is the matrix of hopping rates and $\Omega$ is diagonal. Without $\Omega$, $W$ has one zero eigenvalue: its right eigenvector is $p$, because equilibrium is stationary, and its left eigenvector is $(1,1,1)$, because hops conserve the total. First-order perturbation theory gives this eigenvalue the shift $i\sum_ip_i\Omega_i$. The line lies at the population average when the hopping rates greatly exceed the spread of $\Omega_i$.

Let $\delta_a$ and $\delta_t$ be the limiting chemical shifts. With D agostic, both protons have shift $\delta_t$. With D terminal, one has $\delta_a$ and the other $\delta_t$. The average per proton is

$$\delta_{\rm CH_2D}=f\delta_t+(1-f)\frac{\delta_a+\delta_t}{2}
=\delta_t-\frac{1-f}{2}(\delta_t-\delta_a).\tag{19}$$

In CH$_3$ each proton spends one third of its time in the agostic site, so $\delta_{\rm CH_3}=\delta_t-(\delta_t-\delta_a)/3$. The isotope shift is

$$\Delta=\delta_{\rm CH_2D}-\delta_{\rm CH_3}
=(\delta_t-\delta_a)\left(\frac13-\frac{1-f}{2}\right)
=(\delta_t-\delta_a)\frac{3f-1}{6}.\tag{20}$$

Solving for the fraction,

$$f=\frac13+\frac{2\Delta}{\delta_t-\delta_a}.\tag{21}$$

If $\varepsilon>0$ and $\delta_a<\delta_t$, $\Delta$ is negative: the remaining protons visit the agostic site more often than those of CH$_3$. At small $x$, (9) gives $\Delta\approx-(\delta_t-\delta_a)x/9$. For $f\to0$ the magnitude reaches one sixth of the span $\delta_t-\delta_a$.

The same energy describes CHD$_2$. Its single H has one agostic and two terminal placements. In the local-stretch model, the placement with H agostic is lower by $\varepsilon$, since the zero-point difference is $\frac12N_Ahc(1-r)(\nu_a-\nu_t)$. The fraction with H agostic is thus

$$g=\frac{1}{1+2e^{-x}}.\tag{22}$$

This prediction needs site energies that add; coupling between the bonds could spoil it.

## A numerical model

Take $\nu_t=2950$ cm$^{-1}$ and $\nu_a=2600$ cm$^{-1}$. With $r=0.7342$, the bracketed wavenumber in (12) gives

$$\tfrac12(1-0.7342)(2950-2600)\ {\rm cm^{-1}}=46.5\ {\rm cm^{-1}},$$

or $\varepsilon\approx0.556$ kJ/mol.

A fuller model lets carbon and three hydrogens move in all twelve directions while the metal is fixed. The bond angles are tetrahedral, with C–H and metal–carbon lengths of 1.10 and 2.10 Å. The force constants are 476.7 and 370.3 N/m for terminal and agostic C–H stretches, 200 N/m for the metal–carbon stretch and 30 N/m for sideways motion of carbon. The H–C–H and metal–C–H bends have 0.50 and 0.35 aJ/rad$^2$. The torsional curvature is that of a threefold barrier of 10 kJ/mol. Diagonalization for each placement gives $\varepsilon=0.558$ kJ/mol, or 5.79 meV, close to the local estimate. This value is used below.

At 300 K, $x=0.2239$ and $e^x=1.251$, so

$$f=\frac{1}{1+2(1.251)}=0.286.$$

The expansion (9) gives 0.2836 to first order and 0.2854 to second order, against 0.2856 from (4). With $\delta_t=2$ ppm and $\delta_a=-8$ ppm, (20) gives

$$\Delta=10\,\frac{3(0.2856)-1}{6}\ {\rm ppm}=-0.239\ {\rm ppm}.$$

| $T$ (K) | $f$ | $\Delta$ (ppm) |
|---|---|---|
| 180 | 0.256 | −0.386 |
| 260 | 0.279 | −0.274 |
| 300 | 0.286 | −0.239 |
| 350 | 0.292 | −0.206 |

The fraction changes by 0.036 over this range, while the isotope shift nearly halves. The shift is proportional to the small departure of $f$ from $1/3$, so its relative change is larger than that of $f$ itself.

The full vibrational partition functions test the assumption of constant $\varepsilon$. Inserted in (3), they reproduce the fractions from (4) within 0.0001 at the listed temperatures. At 260 K they give a slope of $2.00\times10^{-4}$ K$^{-1}$, as does (7) to these digits. For CHD$_2$ at 300 K, both they and (22) give $g=0.385$. At a formal 20,000 K, the model and (18) agree at 0.032 kJ/mol, far below the low-temperature preference.

## Localized wells and free rotation

To examine the angular motion, let $\phi$ be the angle of D from the agostic site and use the potential

$$V(\phi)=\frac{V_3}{2}(1-\cos3\phi)+\frac{\varepsilon}{3}(1+2\cos\phi).\tag{23}$$

The second term equals $\varepsilon$ at $\phi=0$ and zero at $\phi=\pm120^\circ$; its form between the wells is an assumption. Count D as agostic when $|\phi|<60^\circ$. For $V_3=10$ kJ/mol, the quantum rotor gives $f=0.2874$ at 300 K, about 0.002 above (4).

Finite well width accounts for most of this difference. Let $\theta$ be a small displacement from a well. In the agostic well, the second term averages to $\varepsilon(1-\langle\theta^2\rangle/3)$. In a terminal well, the part odd in $\theta$ averages out at leading order and $\varepsilon\langle\theta^2\rangle/6$ remains. The effective preference is therefore

$$\varepsilon_{\rm eff}\approx\varepsilon\left(1-\tfrac12\langle\theta^2\rangle\right).\tag{24}$$

Classically, the well energy $\frac94V_3\theta^2$ gives $\langle\theta^2\rangle=RT/(4.5V_3)=0.055$ at 300 K. The preference drops by 2.8%, which by (6) raises $f$ by about 0.0013. The rest lies beyond this harmonic estimate.

If the barrier is removed, the same rotor gives 0.268 at 180 K instead of 0.256. A freely turning group samples angles where the preference is partial, and (4) no longer applies. Tunnelling is a different matter: for equal wells with the 10 kJ/mol barrier the splitting of the lowest torsional level is $6.7\times10^{-8}$ kJ/mol, far too small to mix the agostic well with terminal wells separated from it by $\varepsilon$. Levels near the top of the barrier split much more and can mix the wells; the rotor fractions include them. The two terminal wells may mix, but both count as terminal.

The estimated hopping rate $(k_BT/h)e^{-V_3/RT}$ is $4.7\times10^9$ s$^{-1}$ at 180 K. At a proton frequency of 400 MHz, the 10 ppm span is $2.5\times10^4$ rad/s. Fast exchange holds; with this rate taken for each hop out of a terminal well, the remaining exchange width is 0.003 Hz. At the same temperature a barrier of 40 kJ/mol would give only about 9 s$^{-1}$. Equation (4) could still describe the populations, but (19) would not describe a single observed line.

## How secure is the inferred energy?

The following changes are made one at a time, at 300 K.

**Bending force.** Stiffening the agostic metal–C–H bend by 20% lowers $\varepsilon$ to 0.466 kJ/mol, a reduction of 16%, and raises $f$ to 0.293 if this zero-point value is used in (4), or to 0.292 with the full vibrational partition functions. A preference inferred from NMR therefore cannot be converted into a stretching frequency without knowledge of the bends. Thermal drift also grows: between zero temperature and 350 K, $\varepsilon$ changes by +0.019 kJ/mol, compared with −0.001 kJ/mol in the original model.

**Unequal terminal sites.** Let their energies be $+s$ and $-s$ about the mean, and measure $\varepsilon$ from that mean. The terminal weights add to $2\cosh(s/RT)$, so

$$f=\frac{1}{1+2e^x\cosh(s/RT)}.\tag{25}$$

The first effect is quadratic in $s$. A total splitting of 0.2 kJ/mol changes $f$ by less than 0.0002.

**Intrinsic isotope shift.** Deuteration can shift a proton line even without a change in site populations. An assumed contribution of −0.02 ppm, if ignored, makes (21) return $f=0.282$ and (5) return $\varepsilon=0.608$ kJ/mol, 9% too high. Measurements over a range of temperatures can separate it from (20), whose shift vanishes as $x\to0$, only if this contribution, the limiting shifts and $\varepsilon$ are all independent of temperature, no other form is populated, and the span $\delta_t-\delta_a$ is known from elsewhere, since at small $x$ the shift fixes only the product of the span and $\varepsilon$. The thermal drift of the stiffer-bend model is enough to spoil it: a fit with constant $\varepsilon$ between 180 and 350 K follows the shifts closely but returns about −0.032 ppm in place of −0.02 ppm.

**An open form.** Suppose that a form without agostic contact lies 10 kJ/mol higher and that all its hydrogens have terminal properties. Each open placement has weight $w=e^{-10/RT}=0.018$, with energies in kJ/mol, relative to a closed placement with D terminal. The probability that a given proton is agostic becomes $1/(3+3w)$ in CH$_3$ and $1/(2+e^{-x}+3w)$ in CH$_2$D. Ignoring the open form then yields an apparent $\varepsilon$ of 0.537 kJ/mol, 4% too low.

The assumed agostic shift of −8 ppm does not suit every agostic methyl group. Strongly negative agostic shifts are more characteristic of complexes with metal $d$ electrons, whereas in $d^0$ alkyls the agostic proton can lie near ordinary alkyl values. This leaves (4) unchanged but weakens the measurement. If the span were 2 ppm instead of 10 ppm, $\Delta$ at 300 K would be −0.048 ppm. The same ignored −0.02 ppm would lower the apparent $f$ from 0.286 to 0.266 and raise the inferred $\varepsilon$ to about 0.81 kJ/mol, 45% too high. For such a compound, the intrinsic shift must be determined before the preference is extracted. The undistorted geometry and harmonic forces also make the calculated $\varepsilon$ an illustration, not a prediction for a particular molecule. The numerical output below gives the remaining temperatures and intermediate values.

## Table of computed values

```
terminal, agostic C-H stretch: 2950, 2600 cm^-1
terminal, agostic force constant: 476.7, 370.3 N/m
C-H length 1.10, M-C length 2.10 angstrom
M-C stretch, sideways constants: 200, 30 N/m
H-C-H, M-C-H bends: 0.50, 0.35 aJ/rad^2
rotation barrier: 10.0 kJ/mol
terminal, agostic shift: 2.0, -8.0 ppm
spectrometer: 400 MHz
frequency ratio r = sqrt(mu_CH/mu_CD): 0.7342
eps, local-stretch estimate: 0.5564 kJ/mol
eps, twelve-mode model (used below): 0.5584 kJ/mol
eps converted: 5.788 meV
T in K; eps/RT; f formula; f vibrational; f rotor; shift in ppm
  180  0.3731  0.2561  0.2561  0.2576  -0.3861
  220  0.3053  0.2692  0.2693  0.2709  -0.3204
  260  0.2583  0.2786  0.2786  0.2804  -0.2737
  300  0.2239  0.2856  0.2856  0.2874  -0.2389
  350  0.1919  0.2921  0.2922  0.2941  -0.2060
slope df/dT at 260 K, formula: 1.997e-04 1/K
slope df/dT at 260 K, vibrational: 2.000e-04 1/K
f at 300 K, first-order expansion: 0.2836
f at 300 K, second order: 0.2854
CHD2, H agostic at 300 K, formula: 0.3848
CHD2, same, vibrational: 0.3848
preference at 20000 K, model: 0.0321 kJ/mol
preference at 20000 K, 1/T law: 0.0321 kJ/mol
free rotor f at 180 K (formula does not apply): 0.2677
rotational constant: 0.0465 kJ/mol
tunnelling splitting, equal wells: 6.70e-08 kJ/mol
hop rate at 180 K: 4.70e+09 1/s
angular shift span: 2.51e+04 rad/s
exchange width at 180 K: 3.2e-03 Hz
thermal drift of eps, 0 to 350 K: -1.14e-03 kJ/mol
agostic bend stiffened by factor 1.2:
  eps 0.4664 kJ/mol, f(300 K) 0.2932
  thermal drift, 0 to 350 K: 1.87e-02 kJ/mol
terminal sites split by 0.2 kJ/mol:
  f(300 K) 0.28540, against 0.28556 unsplit
intrinsic isotope shift -0.02 ppm, if ignored:
  apparent f(300 K) 0.2816, eps 0.6076 kJ/mol
open form 10 kJ/mol higher, if ignored:
  Boltzmann factor at 300 K: 0.0182
  apparent f(300 K) 0.2873, eps 0.5371 kJ/mol
```
